# Flat-Band Shift on Cooling and Interface States in the Gray-Brown Method: a numerical check

```python
"""
Gray-Brown method, n-type MOS capacitor cooled from T1 to T2.
Result under test:
  V_FB(T2)-V_FB(T1) = (zeta2-zeta1)/q + (q/C_ox) * integral D (f2-f1) dE,
  and the integral is close to that of D between zeta1 and zeta2.
zeta = E_F-E_c in the neutral bulk (eV); D = interface states per cm^2 and eV;
f = Fermi occupation; C_ox = oxide capacitance per area (F/cm^2).
Energies are in eV from the conduction-band edge, lengths in cm.
A constant metal work function minus affinity is set to zero.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

q = sc.e
kB = sc.k / sc.e
eps0 = sc.epsilon_0 / 100.0
T1, T2 = 300.0, 100.0
ND, Ed, mass = 1e15, 0.05, 1.1
eps_s, eps_ox = 12 * eps0, 4 * eps0
t_ox = 50e-7
D0, D1, E0 = 1e11, 1e12, 0.08
E_low = -0.56
capture = 1e-9            # capture coefficient, cm^3/s
Q_fixed = q * 1e11

gx, gw = np.polynomial.legendre.leggauss(240)
E = 0.5 * E_low * (1 - gx)
wE = -0.5 * E_low * gw
px, pw = np.polynomial.legendre.leggauss(40)


def density(e):
    return D0 + D1 * np.exp(e / E0)


def window(a, b):
    return quad(density, a, b)[0]


def fermi(e, zeta, T, g=1.0):
    return 1 / (1 + g * np.exp((e - zeta) / (kB * T)))


def bulk(T):
    """Band density of states, electron density and Fermi level."""
    Nc = 2 * (2 * np.pi * mass * sc.m_e * sc.k * T / sc.h**2)**1.5 * 1e-6
    K = 0.5 * Nc * np.exp(-Ed / (kB * T))
    n = 2 * ND / (1 + np.sqrt(1 + 4 * ND / K))
    return Nc, n, kB * T * np.log(n / Nc)


def semiconductor_charge(psi, T):
    """Space charge from the first integral of the Poisson equation."""
    Nc, n, zeta = bulk(T)
    p = 0.5 * psi * (1 + px)
    ionized = ND / (1 + 2 * np.exp((zeta + p + Ed) / (kB * T)))
    rho = q * (ionized - n * np.exp(p / (kB * T)))
    integral = 0.5 * psi * np.sum(pw * rho)
    return -np.sign(psi) * np.sqrt(2 * eps_s * abs(integral))


def semiconductor_capacitance(psi, T):
    h = 1e-3 * kB * T
    return -(semiconductor_charge(psi + h, T)
             - semiconductor_charge(psi - h, T)) / (2 * h)


def flatband_capacitance(T):
    n = bulk(T)[1]
    L = np.sqrt(eps_s * kB * T / (q * n * (2 - n / ND)))
    return eps_s / L


def electrons(T, psi=0.0, g=1.0):
    """Electrons per cm^2 held by interface states."""
    return np.sum(wE * density(E) * fermi(E, bulk(T)[2] + psi, T, g))


def trap_response(psi, T, freq):
    """Complex trap capacitance per area from the linear rate equation."""
    _, n, zeta = bulk(T)
    f = fermi(E, zeta + psi, T)
    tau = 1 / (capture * n * np.exp(psi / (kB * T)))
    kernel = f * (1 - f) / (kB * T) / (1 + 2j * np.pi * freq * tau * f)
    return q * np.sum(wE * density(E) * kernel)


def gate_voltage(psi, T, thickness):
    charge = semiconductor_charge(psi, T) - q * electrons(T, psi) + Q_fixed
    return bulk(T)[2] + psi - charge * thickness / eps_ox


def measured_flatband(T, thickness=t_ox, freq=None, T_reference=None):
    """Gate voltage where the capacitance equals its flat-band value."""
    Cox = eps_ox / thickness
    Cfb = flatband_capacitance(T_reference or T)
    target = Cox * Cfb / (Cox + Cfb)

    def mismatch(psi):
        C = semiconductor_capacitance(psi, T)
        if freq is not None:
            C = C + trap_response(psi, T, freq)
        return np.real(Cox * C / (Cox + C)) - target
    psi = brentq(mismatch, -6 * kB * T, 3 * kB * T, xtol=1e-12)
    return gate_voltage(psi, T, thickness)


Cox = eps_ox / t_ox
Nc1, n1, z1 = bulk(T1)
Nc2, n2, z2 = bulk(T2)
dz = z2 - z1

# Neutrality with the full Fermi-Dirac integral against the closed form.
for T in (T1, T2):
    Nc, n, zeta = bulk(T)

    def imbalance(z):
        F = quad(lambda s: 2 * s * s / (1 + np.exp(s * s - z / (kB * T))),
                 0, 7)[0]
        ionized = ND / (1 + 2 * np.exp((z + Ed) / (kB * T)))
        return 2 / np.sqrt(np.pi) * Nc * F / ND - ionized / ND
    z_full = brentq(imbalance, -0.5, -0.02, xtol=1e-12)
    assert abs(z_full - zeta) < 1e-5

# Flat-band capacitance: Poisson charge derivative against the formula.
for T in (T1, T2):
    assert abs(semiconductor_capacitance(0.0, T)
               / flatband_capacitance(T) - 1) < 1e-5

# Thermal correction to sharp filling; next series order sets the tolerance.
thermal = []
for T, z, tol in ((T1, z1, 0.15), (T2, z2, 0.03)):
    direct = electrons(T) - window(E_low, z)
    series = np.pi**2 / 6 * (kB * T)**2 * D1 / E0 * np.exp(z / E0)
    assert abs(series / direct - 1) < tol
    thermal.append((direct, series))

N_window = window(z1, z2)
N_occupation = electrons(T2) - electrons(T1)
assert abs(N_occupation / N_window - 1) < 0.01

# Degeneracy factor two moves each limit by kT ln 2.
N_g2 = electrons(T2, g=2.0) - electrons(T1, g=2.0)
N_g2_window = window(z1 - kB * T1 * np.log(2), z2 - kB * T2 * np.log(2))
assert abs(N_g2 / N_g2_window - 1) < 0.01
weight_edge = fermi(z1, z2, T2) - fermi(z1, z1, T1)
mid = 0.5 * (z1 + z2)
weight_mid = fermi(mid, z2, T2) - fermi(mid, z1, T1)

# Simulated experiment with traps too slow for the ac signal.
V1, V2 = measured_flatband(T1), measured_flatband(T2)
dV = V2 - V1
N_measured = Cox / q * (dV - dz)
N_naive = Cox / q * dV
assert dz > 0 and dV > dz
assert abs(N_measured / N_occupation - 1) < 1e-3
assert abs(N_measured / N_window - 1) < 0.01
assert N_naive > 1.5 * N_window

# Flat-band capacitance of T1 wrongly kept at T2.
V2_wrong = measured_flatband(T2, T_reference=T1)
N_wrong = Cox / q * (V2_wrong - V1 - dz)
assert abs(N_wrong / N_window - 1) > 0.1

# Two thicknesses remove an unknown work-function drift.
drift = 0.02
thick = 2 * t_ox
dV_thin = dV + drift
dV_thick = measured_flatband(T2, thick) + drift - measured_flatband(T1, thick)
N_two = (dV_thick - dV_thin) * eps_ox / (q * (thick - t_ox))
N_one_drift = Cox / q * (dV_thin - dz)
assert abs(N_two / N_occupation - 1) < 2e-3
assert abs(N_one_drift / N_occupation - 1) > 0.05

# Uniform trap density: time-stepped rate equation against the logarithm.
x = np.linspace(-14, 14, 561)
w, amp, steps, periods = 3.0, 1e-3, 1000, 8
dt = 2 * np.pi / w / steps
f = 1 / (1 + np.exp(x))
f_start = f.copy()
lock = 0j
ns = 1.0
for k in range(1, steps * periods + 1):
    angle = 2 * np.pi * k / steps
    ns_new = np.exp(amp * np.sin(angle))
    rate = ns - (ns + np.exp(x)) * f
    f = (f + 0.5 * dt * (rate + ns_new)) / (
        1 + 0.5 * dt * (ns_new + np.exp(x)))
    ns = ns_new
    if k > steps * (periods - 1):
        filled = np.sum(f - f_start) * (x[1] - x[0])
        lock += filled * (np.sin(angle) + 1j * np.cos(angle))
response_time = 2 * lock / (steps * amp)
response_log = np.log(1 + 1j * w) / (1j * w)
assert abs(response_time - response_log) < 2e-3

# Apparent flat-band displacement at finite frequency.
freqs = (1e6, 1e7, 1e8)
shifts = {T: [measured_flatband(T, freq=fr) - V for fr in freqs]
          for T, V in ((T1, V1), (T2, V2))}
N_freq = [Cox / q * (dV + b - a - dz)
          for a, b in zip(shifts[T1], shifts[T2])]
first_order = {}
for T in (T1, T2):
    s = shifts[T]
    assert s[0] < s[1] < s[2] < 0
    C = flatband_capacitance(T)
    Y = trap_response(0.0, T, 1e7)
    C_eff = Y.real + Y.imag**2 / (C + Cox)
    static = trap_response(0.0, T, 0.0).real
    first_order[T] = -3 * kB * T * C_eff / C * (1 + (C + static) / Cox)
    # The estimate is first order in the displacement of the surface potential.
    assert abs(first_order[T] / s[1] - 1) < 0.15

print(f"Temperatures T1, T2: {T1:.0f}, {T2:.0f} K")
print(f"Donor density: {ND:.1e} cm^-3; donor depth: {Ed:.3f} eV")
print(f"Density-of-states mass: {mass:.1f} electron masses")
print(f"Relative permittivity, semiconductor: {eps_s/eps0:.0f}; "
      f"oxide: {eps_ox/eps0:.0f}")
print(f"Oxide thickness: {t_ox*1e7:.0f} nm; C_ox: {Cox*1e9:.2f} nF/cm^2")
print(f"State density: constant {D0:.1e}, exponential {D1:.1e} cm^-2 eV^-1")
print(f"Exponential energy: {E0:.2f} eV; lower energy limit: {E_low:.2f} eV")
print(f"Fixed oxide charge / q: {Q_fixed/q:.1e} cm^-2")
print(f"Capture coefficient: {capture:.1e} cm^3/s")
for T in (T1, T2):
    Nc, n, z = bulk(T)
    print(f"{T:.0f} K: kT = {kB*T*1e3:.3f} meV; N_c = {Nc:.4e} cm^-3")
    print(f"{T:.0f} K: n = {n:.4e} cm^-3; E_F-E_c = {z:.5f} eV")
    print(f"{T:.0f} K: semiconductor flat-band capacitance = "
          f"{flatband_capacitance(T)*1e9:.2f} nF/cm^2")
    print(f"{T:.0f} K: trap time 1/(c n) = {1e6/(capture*n):.3f} us")
print(f"Fermi-level movement: {dz:.5f} eV")
print(f"Flat-band voltages at T1, T2: {V1:.5f}, {V2:.5f} V")
print(f"Flat-band shift: {dV:.5f} V")
print(f"Part from interface states: {dV-dz:.5f} V")
print(f"States between Fermi levels: {N_window:.4e} cm^-2")
print(f"Change in trapped electrons: {N_occupation:.4e} cm^-2")
print(f"Recovered from shift: {N_measured:.4e} cm^-2")
print(f"Mean density in window: {N_measured/dz:.4e} cm^-2 eV^-1")
print(f"Without work-function term: {N_naive:.4e} cm^-2")
print(f"With T1 flat-band capacitance at T2: {N_wrong:.4e} cm^-2")
for T, pair in zip((T1, T2), thermal):
    print(f"{T:.0f} K thermal correction, direct and second order: "
          f"{pair[0]:.3e}, {pair[1]:.3e} cm^-2")
print(f"Degeneracy 2, occupation and moved window: "
      f"{N_g2:.4e}, {N_g2_window:.4e} cm^-2")
print(f"Weight of narrow level at first Fermi level: {weight_edge:.4f}")
print(f"Weight of narrow level at mid-window: {weight_mid:.4f}")
print(f"Added work-function drift: {drift*1e3:.0f} mV")
print(f"Second oxide thickness: {thick*1e7:.0f} nm")
print(f"Shifts with drift, thin and thick: {dV_thin:.5f}, {dV_thick:.5f} V")
print(f"With drift, one and two thicknesses: "
      f"{N_one_drift:.4e}, {N_two:.4e} cm^-2")
print(f"Uniform-D response at omega tau = {w:.0f}, time stepping: "
      f"{response_time:.5f}")
print(f"Uniform-D response, logarithm: {response_log:.5f}")
for i, fr in enumerate(freqs):
    print(f"{fr/1e6:.0f} MHz flat-band errors at T1, T2: "
          f"{shifts[T1][i]*1e3:.3f}, {shifts[T2][i]*1e3:.3f} mV")
    print(f"{fr/1e6:.0f} MHz recovered states: {N_freq[i]:.4e} cm^-2")
print(f"10 MHz first-order errors at T1, T2: "
      f"{first_order[T1]*1e3:.3f}, {first_order[T2]*1e3:.3f} mV")
print("ALL CHECKS PASSED")
```

Output:

```
Temperatures T1, T2: 300, 100 K
Donor density: 1.0e+15 cm^-3; donor depth: 0.050 eV
Density-of-states mass: 1.1 electron masses
Relative permittivity, semiconductor: 12; oxide: 4
Oxide thickness: 50 nm; C_ox: 70.83 nF/cm^2
State density: constant 1.0e+11, exponential 1.0e+12 cm^-2 eV^-1
Exponential energy: 0.08 eV; lower energy limit: -0.56 eV
Fixed oxide charge / q: 1.0e+11 cm^-2
Capture coefficient: 1.0e-09 cm^3/s
300 K: kT = 25.852 meV; N_c = 2.8951e+19 cm^-3
300 K: n = 9.9952e+14 cm^-3; E_F-E_c = -0.26560 eV
300 K: semiconductor flat-band capacitance = 81.15 nF/cm^2
300 K: trap time 1/(c n) = 1.000 us
100 K: kT = 8.617 meV; N_c = 5.5716e+18 cm^-3
100 K: n = 9.0308e+14 cm^-3; E_F-E_c = -0.07521 eV
100 K: semiconductor flat-band capacitance = 139.89 nF/cm^2
100 K: trap time 1/(c n) = 1.107 us
Fermi-level movement: 0.19039 eV
Flat-band voltages at T1, T2: -0.41755, -0.11986 V
Flat-band shift: 0.29768 V
Part from interface states: 0.10729 V
States between Fermi levels: 4.7395e+10 cm^-2
Change in trapped electrons: 4.7435e+10 cm^-2
Recovered from shift: 4.7435e+10 cm^-2
Mean density in window: 2.4914e+11 cm^-2 eV^-1
Without work-function term: 1.3161e+11 cm^-2
With T1 flat-band capacitance at T2: 2.0857e+10 cm^-2
300 K thermal correction, direct and second order: 5.624e+08, 4.968e+08 cm^-2
100 K thermal correction, direct and second order: 6.028e+08, 5.964e+08 cm^-2
Degeneracy 2, occupation and moved window: 4.7032e+10, 4.6922e+10 cm^-2
Weight of narrow level at first Fermi level: 0.5000
Weight of narrow level at mid-window: 0.9754
Added work-function drift: 20 mV
Second oxide thickness: 100 nm
Shifts with drift, thin and thick: 0.31768, 0.42498 V
With drift, one and two thicknesses: 5.6277e+10, 4.7435e+10 cm^-2
Uniform-D response at omega tau = 3, time stepping: 0.41635-0.38376j
Uniform-D response, logarithm: 0.41635-0.38376j
1 MHz flat-band errors at T1, T2: -13.354, -12.608 mV
1 MHz recovered states: 4.7765e+10 cm^-2
10 MHz flat-band errors at T1, T2: -2.369, -1.999 mV
10 MHz recovered states: 4.7598e+10 cm^-2
100 MHz flat-band errors at T1, T2: -0.387, -0.229 mV
100 MHz recovered states: 4.7505e+10 cm^-2
10 MHz first-order errors at T1, T2: -2.444, -2.065 mV
ALL CHECKS PASSED
```
